# Anharmonic constants and vibrational bands of an asymmetric top

A bent triatomic molecule such as water has three vibrations. If they were independent harmonic oscillators, each first overtone would lie at twice its fundamental, and each combination band at the sum of two fundamentals. Real bands are displaced from these positions. To second order in perturbation theory, and away from resonances, the displacements are set by a small table of constants $x_{rr}$ and $x_{rs}$, which I want to obtain from the shape of the potential and from the angular momentum that the vibrations generate. I begin with one oscillator and add modes and couplings in turn.

## Conventions and orders of magnitude

All energies are wavenumbers (energy divided by $hc$), and momenta are in units of $\hbar$. Dimensionless normal coordinates $q_r$ and momenta $p_r$ satisfy $[q_r,p_s]=i\delta_{rs}$. The expansion point is the equilibrium geometry, so the potential has no linear terms. The molecule does not rotate ($J=0$), and its modes are non-degenerate.

The starting point is the Watson Hamiltonian. Let $\lambda$ measure the ratio of vibrational amplitude to bond length. Each power of $q$ beyond the second costs one factor $\lambda$, and a rotational constant is of order $\lambda^2\omega$. Through $\lambda^2$,

$$H=H_0+\lambda H_1+\lambda^2H_2,\qquad H_0=\tfrac12\sum_r\omega_r(p_r^2+q_r^2),$$

$$H_1=\tfrac16\sum_{rst}\phi_{rst}q_rq_sq_t,\qquad H_2=\tfrac1{24}\sum_{rstu}\phi_{rstu}q_rq_sq_tq_u+\sum_\alpha B_\alpha\pi_\alpha^2 .$$

The sums are unrestricted, $B_\alpha$ are equilibrium rotational constants, and $\lambda=1$ at the end. The change of the inverse inertia tensor with $q$ enters beyond $H_2$. Watson's mass-dependent potential term is a constant at this order and cancels from transitions.

With $b$ the lowering operator, $q=(b+b^\dagger)/\sqrt2$. Write $a_r=v_r+\tfrac12$. Since $q^2=\tfrac12(b^2+b^{\dagger2})+b^\dagger b+\tfrac12$,

$$q^2|v\rangle=a|v\rangle+\tfrac12\sqrt{(v+1)(v+2)}\,|v+2\rangle+\tfrac12\sqrt{v(v-1)}\,|v-2\rangle. \tag{1}$$

$H_1$ is odd in the coordinates, so its mean value in an oscillator state vanishes. The $\lambda^2$ energy is therefore the mean of $H_2$ plus the second-order sum $\sum_k|\langle k|H_1|v\rangle|^2/(E_v-E_k)$.

## Stage 1: one oscillator

The squared norm of (1) gives

$$\langle q^4\rangle=a^2+\tfrac14[(v+1)(v+2)+v(v-1)]=\tfrac32a^2+\tfrac38 .$$

The quartic term $\phi_{1111}q^4/24$ thus contributes $\phi_{1111}a^2/16$ plus a constant.

For the cubic term, act with $q$ on (1). The amplitude for reaching $v+1$ is

$$\sqrt{\tfrac{v+1}2}\left[v+\tfrac12+\tfrac12(v+2)\right]=\tfrac32(v+1)\sqrt{\tfrac{v+1}2},$$

and that for reaching $v+3$ is $\sqrt{(v+1)(v+2)(v+3)/8}$. Downward amplitudes follow by replacing $v+1$ with $v$ in the first, and the product $(v+1)(v+2)(v+3)$ with $v(v-1)(v-2)$ in the second. An upward path has a negative energy denominator and a downward path a positive one, so

$$E^{(2)}=-\frac{\phi_{111}^2}{36}\left[\frac{9\{(v+1)^3-v^3\}}{8\omega}+\frac{(v+1)(v+2)(v+3)-v(v-1)(v-2)}{24\omega}\right].$$

The first difference is $3a^2+\tfrac14$ and the second is $9a^2+\tfrac{15}4$. The coefficient of $a^2$ in the bracket is $(27/8+3/8)/\omega=15/(4\omega)$. Hence

$$x_{11}=\frac{\phi_{1111}}{16}-\frac{5\phi_{111}^2}{48\,\omega}. \tag{2}$$

**Check on a limit.** Take $V=\frac{\omega}{8\lambda^2}(y-1/y)^2$ with $y=1+\lambda q$. Classically, $u=y^2$ obeys $\dot u^2=8\omega\lambda^2Eu-\omega^2(u-1)^2$. Differentiation gives $\ddot u=4\omega\lambda^2E-\omega^2(u-1)$. The frequency is $\omega$ at every energy, so the $a^2$ term, which makes the classical frequency depend on action, must vanish. The expansion is $V=\tfrac12\omega q^2-\tfrac12\lambda\omega q^3+\tfrac58\lambda^2\omega q^4+\dots$, so $\phi_{111}=-3\omega$ and $\phi_{1111}=15\omega$. Equation (2) gives $15\omega/16-45\omega/48=0$, as required.

## Stage 2: two oscillators

The quartic term that couples $r$ and $s$ with a non-zero mean is $\tfrac14\phi_{rrss}q_r^2q_s^2$, because six of the index orders in the sum are equal. Its mean is $\tfrac14\phi_{rrss}a_ra_s$. A quartic term with an odd power of any coordinate has zero mean. Only the semidiagonal constants $\phi_{rrss}$ and the diagonal $\phi_{rrrr}$ therefore contribute at this order.

The cubic term $\tfrac12\phi_{rrs}q_r^2q_s$ has two kinds of path.

**Paths that change only $v_s$.** Here $q_r^2$ acts through its mean $a_r$: a vibrating mode $r$ pushes mode $s$ off its equilibrium position. The same final states are reached by $\tfrac16\phi_{sss}q_s^3$, so amplitudes must be added before squaring. The amplitude to $v_s+1$ is

$$\tfrac12\sqrt{\tfrac{v_s+1}2}\left[G_s+\tfrac12\phi_{sss}(v_s+1)\right],\qquad G_s=\phi_{rrs}a_r .$$

The downward amplitude has $v_s$ in place of $v_s+1$. The energy is

$$-\frac1{8\omega_s}\left\{(v_s+1)\left[G_s+\tfrac12\phi_{sss}(v_s+1)\right]^2-v_s\left[G_s+\tfrac12\phi_{sss}v_s\right]^2\right\}$$
$$=-\frac1{8\omega_s}\left\{G_s^2+2G_s\phi_{sss}a_s+\tfrac14\phi_{sss}^2\left(3a_s^2+\tfrac14\right)\right\}, \tag{3}$$

because $(v_s+1)^2-v_s^2=2a_s$. The last term is already part of (2). The first two give $-\phi_{rrs}^2a_r^2/(8\omega_s)$ and $-\phi_{rrs}\phi_{sss}a_ra_s/(4\omega_s)$.

**Paths that change $v_r$ by two and $v_s$ by one.** The squared amplitudes carry the factor $(\tfrac12\phi_{rrs})^2\cdot\tfrac14\cdot\tfrac12=\phi_{rrs}^2/32$. With $(v_r+1)(v_r+2)=a_r^2+2a_r+\tfrac34$ and $v_r(v_r-1)=a_r^2-2a_r+\tfrac34$, pairing each path with its reverse gives

$$-\frac{\phi_{rrs}^2}{32}\left[\frac{a_r^2+\tfrac34+4a_ra_s}{2\omega_r+\omega_s}+\frac{4a_ra_s-a_r^2-\tfrac34}{2\omega_r-\omega_s}\right].$$

Combining the fractions, the $a_r^2$ part is $+\phi_{rrs}^2\omega_s/[16(4\omega_r^2-\omega_s^2)]$. The $a_ra_s$ part is

$$-\frac{\phi_{rrs}^2\,\omega_r}{2(4\omega_r^2-\omega_s^2)}. \tag{4}$$

Adding the two $a_r^2$ contributions,

$$-\frac{\phi_{rrs}^2}{16}\,\frac{2(4\omega_r^2-\omega_s^2)-\omega_s^2}{\omega_s(4\omega_r^2-\omega_s^2)}=-\frac{\phi_{rrs}^2}{16}\,\frac{8\omega_r^2-3\omega_s^2}{\omega_s(4\omega_r^2-\omega_s^2)}. \tag{5}$$

Setting $s=r$ in (5) gives $-5\phi_{rrr}^2/(48\omega_r)$, the cubic part of (2), so one sum over all $s$ covers both cases.

**Check on a limit.** If $\omega_s\gg\omega_r$, mode $s$ follows the minimum of $\tfrac12\omega_sq_s^2+\tfrac12\phi_{rrs}q_r^2q_s$, whose value is $-\phi_{rrs}^2q_r^4/(8\omega_s)$. This acts as a quartic constant $-3\phi_{rrs}^2/\omega_s$, which by (2) contributes $-3\phi_{rrs}^2/(16\omega_s)$ to $x_{rr}$. Equation (5) has the same limit.

**Where it fails.** The denominator $2\omega_r-\omega_s$ signals a Fermi resonance. The state with one quantum in $s$ couples to that with two in $r$ through

$$\tfrac12\phi_{rrs}\cdot\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}=\tfrac14\phi_{rrs}.$$

This must be small compared with $|2\omega_r-\omega_s|$; otherwise the two states have to be diagonalized together.

## Stage 3: three or more oscillators

In (3), several modes can now displace $s$, so $G_s=\sum_{r\ne s}\phi_{rrs}a_r$. The square contains $2\phi_{rrs}\phi_{tts}a_ra_t$, which contributes $-\phi_{rrs}\phi_{tts}/(4\omega_s)$ to $x_{rt}$. After relabelling, all these terms and those with $\phi_{sss}$ form one sum in $x_{rs}$,

$$-\frac14\sum_t\frac{\phi_{rrt}\phi_{sst}}{\omega_t},$$

in which $t=r$ and $t=s$ are included.

A new term, $\phi_{rst}q_rq_sq_t$, appears for three different modes. Each path changes all three quantum numbers by one. No other cubic term reaches the same state, so there is no further interference. When all three are raised, the path and its reverse give

$$(a_r+\tfrac12)(a_s+\tfrac12)(a_t+\tfrac12)-(a_r-\tfrac12)(a_s-\tfrac12)(a_t-\tfrac12)=a_ra_s+a_sa_t+a_ta_r+\tfrac14 .$$

When $t$ is lowered instead, the corresponding difference is $-a_ra_s+a_sa_t+a_ta_r-\tfrac14$. The cases with $s$ or $r$ lowered follow by permutation, and both have $+a_ra_s$. The coefficient of $a_ra_s$ in the energy is then

$$-\frac{\phi_{rst}^2}8\left[\frac1{\omega_r+\omega_s+\omega_t}-\frac1{\omega_r+\omega_s-\omega_t}+\frac1{\omega_r-\omega_s+\omega_t}+\frac1{-\omega_r+\omega_s+\omega_t}\right].$$

The first two fractions combine to $2\omega_t/[\omega_t^2-(\omega_r+\omega_s)^2]$ and the last two to $2\omega_t/[\omega_t^2-(\omega_r-\omega_s)^2]$. Their sum is $4\omega_t(\omega_t^2-\omega_r^2-\omega_s^2)/D_{rst}$, where

$$D_{rst}=[\omega_t^2-(\omega_r-\omega_s)^2][\omega_t^2-(\omega_r+\omega_s)^2].$$

The contribution to $x_{rs}$ is

$$-\frac{\phi_{rst}^2\,\omega_t(\omega_t^2-\omega_r^2-\omega_s^2)}{2D_{rst}}. \tag{6}$$

For $t=r$, $D_{rsr}=-\omega_s^2(4\omega_r^2-\omega_s^2)$ and (6) becomes (4). The case $t=s$ works in the same way, so this sum also runs over all $t$.

**Check on a limit.** For large $\omega_t$, elimination of $q_t$ leaves

$$-\frac1{2\omega_t}\left(\phi_{rst}q_rq_s+\tfrac12\phi_{rrt}q_r^2+\tfrac12\phi_{sst}q_s^2\right)^2 .$$

Its $q_r^2q_s^2$ part is $-(\phi_{rst}^2/2+\phi_{rrt}\phi_{sst}/4)q_r^2q_s^2/\omega_t$, and the mean of $q_r^2q_s^2$ is $a_ra_s$. This agrees with (6) and with the first sum in the same limit. Expression (6) fails near $\omega_t=\omega_r+\omega_s$ and its permutations when $\phi_{rst}\neq0$.

## Stage 4: vibrational angular momentum

Let atom $i$ have mass $m_i$ and displacement $\mathbf d_i=m_i^{-1/2}\sum_r\mathbf l_{ir}Q_r$, where $\mathbf l_{ir}$ are the orthonormal mode vectors. Its momentum is $m_i\dot{\mathbf d}_i=m_i^{1/2}\sum_s\mathbf l_{is}P_s$. This takes $P_s=\dot Q_s$, which holds under $H_0$; the Coriolis term changes it only at relative order $\lambda^2$, beyond the order kept here. The masses cancel in the angular momentum:

$$\sum_i\mathbf d_i\times m_i\dot{\mathbf d}_i=\sum_{rs}\boldsymbol\zeta_{rs}Q_rP_s,\qquad \boldsymbol\zeta_{rs}=\sum_i\mathbf l_{ir}\times\mathbf l_{is}=-\boldsymbol\zeta_{sr}.$$

Because $Q_r\propto\omega_r^{-1/2}q_r$ and $P_s\propto\omega_s^{1/2}p_s$,

$$\pi_\alpha=\sum_{r<s}\zeta^\alpha_{rs}\left(\sqrt{\frac{\omega_s}{\omega_r}}\,q_rp_s-\sqrt{\frac{\omega_r}{\omega_s}}\,q_sp_r\right).$$

In the mean of $\pi_\alpha^2$, a product of two different pairs contains some mode once and vanishes. For one pair, $\langle q^2\rangle=\langle p^2\rangle=a$. The mean of $qp+pq$ is zero, so the commutator fixes $\langle qp\rangle=i/2$ and $\langle pq\rangle=-i/2$. The two cross products are $\langle q_rp_r\rangle\langle p_sq_s\rangle=\tfrac14$ and $\langle p_rq_r\rangle\langle q_sp_s\rangle=\tfrac14$. They enter with a minus sign:

$$\langle\pi_\alpha^2\rangle=\sum_{r<s}(\zeta^\alpha_{rs})^2\left[\left(\frac{\omega_r}{\omega_s}+\frac{\omega_s}{\omega_r}\right)a_ra_s-\frac12\right]. \tag{7}$$

**Check on a limit.** For $\omega_r=\omega_s$ and $\zeta_{rs}=1$, $\pi$ is the angular momentum of a plane isotropic oscillator. Equation (7) gives $0$ for $(v_r,v_s)=(0,0)$, $1$ for $(1,0)$ and $4$ for $(1,1)$. These are the squares of angular momenta $0$, $\pm1$ and $\pm2$, as the angular dependences $1$, $\cos\varphi$ and $\sin2\varphi$ require.

The coefficient of $a_ra_s$ in $B_\alpha\langle\pi_\alpha^2\rangle$ is a product of the non-negative factors $B_\alpha$, $(\zeta^\alpha_{rs})^2$ and $\omega_r/\omega_s+\omega_s/\omega_r$, so this contribution to $x_{rs}$ is never negative.

## The constants and the bands

Collecting the stages,

$$E(v)=\text{const}+\sum_r\omega_ra_r+\sum_{r\le s}x_{rs}a_ra_s,$$

$$x_{rr}=\frac1{16}\left[\phi_{rrrr}-\sum_s\frac{\phi_{rrs}^2(8\omega_r^2-3\omega_s^2)}{\omega_s(4\omega_r^2-\omega_s^2)}\right], \tag{8}$$

$$x_{rs}=\frac{\phi_{rrss}}4-\frac14\sum_t\frac{\phi_{rrt}\phi_{sst}}{\omega_t}-\frac12\sum_t\frac{\phi_{rst}^2\,\omega_t(\omega_t^2-\omega_r^2-\omega_s^2)}{D_{rst}}$$
$$\qquad+\sum_\alpha B_\alpha(\zeta^\alpha_{rs})^2\left(\frac{\omega_r}{\omega_s}+\frac{\omega_s}{\omega_r}\right)\qquad(r\ne s). \tag{9}$$

Each pair is counted once in $E(v)$, and $x_{sr}=x_{rs}$.

One quantum in mode $r$ takes $a_r$ from $\tfrac12$ to $\tfrac32$. Then $a_r^2$ grows by $2$ and each $a_ra_s$ by $\tfrac12$:

$$\nu_r=\omega_r+2x_{rr}+\tfrac12\sum_{s\ne r}x_{rs}. \tag{10}$$

Two quanta raise $a_r^2$ by $6$ and each $a_ra_s$ by $1$:

$$\nu(2r)=2\omega_r+6x_{rr}+\sum_{s\ne r}x_{rs}=2\nu_r+2x_{rr}. \tag{11}$$

One quantum in each of $r$ and $s$ raises $a_ra_s$ by $\tfrac94-\tfrac14=2$, whereas $\nu_r+\nu_s$ contains $x_{rs}$ once. All other terms agree, so

$$\nu(r+s)=\nu_r+\nu_s+x_{rs}. \tag{12}$$

Thus $2x_{rr}$ is the displacement of an overtone from twice the fundamental, and $x_{rs}$ that of a combination band from the sum. Changing the sign of all $q_r$ and $p_r$ is equivalent to $\lambda\to-\lambda$, so the next energy correction is of order $\lambda^4$. The numerical check confirms this scaling for one combination band of a model with all couplings present.

## Water as an example

The force field is computed for $^1$H$_2{}^{16}$O at the RHF/cc-pVDZ level, at its own minimum: bond length 0.946 Å and angle 104.6°. Cubic and quartic constants come from differences of Hessians at displaced geometries. The step is 0.1 in $q$. Where a constant can be estimated from different displacements, the estimates differ by up to 0.5 cm⁻¹. The diagonal constants $\phi_{rrr}$ and $\phi_{rrrr}$ have only one estimate each, and a step error common to all estimates does not show in this spread, so it is not an error bound. The last digit below is kept only to let the arithmetic be followed. Modes 1, 2 and 3 are the symmetric stretch, the bend and the antisymmetric stretch, with $\omega=4113.8$, $1775.8$ and $4212.1$ cm⁻¹. Reflection symmetry removes constants with an odd number of indices 3. The sign of a constant with an odd number of indices 1, or of indices 2, depends on the direction chosen for that coordinate; the $x_{rs}$ do not. The cubic constants (cm⁻¹) are:

- $\phi_{111}=-1848.7$, $\phi_{112}=-38.5$, $\phi_{122}=338.6$
- $\phi_{222}=311.1$, $\phi_{133}=-1854.4$, $\phi_{233}=-246.5$

The constant $x_{23}$ has a contribution from each of the four terms in (9), although $\phi_{123}$ vanishes by symmetry (all in cm⁻¹):

- Quartic: $\phi_{2233}/4=-367.8/4=-91.95$.
- Products of cubic constants: $-\tfrac14\left[\dfrac{338.6(-1854.4)}{4113.8}+\dfrac{311.1(-246.5)}{1775.8}\right]=38.2+10.8=49.0$.
- Squared cubic constant, from (4) with $r=3$, $s=2$: $-\dfrac{246.5^2\times4212.1}{2(4\times4212.1^2-1775.8^2)}=-1.9$.
- Coriolis, with $B_x=9.748$ for the out-of-plane axis and $\zeta^x_{23}=1.0000$: $9.748\,(2.372+0.422)=27.2$.

The sum is $x_{23}=-17.6$ cm⁻¹. Without the Coriolis term it would be about $-45$ cm⁻¹. The full set is:

| | quartic | cubic | Coriolis | total (cm⁻¹) |
|---|---|---|---|---|
| $x_{11}$ | 46.1 | −86.6 | 0.0 | −40.5 |
| $x_{22}$ | −4.9 | −16.0 | 0.0 | −20.9 |
| $x_{33}$ | 47.7 | −92.3 | 0.0 | −44.6 |
| $x_{12}$ | −82.9 | 63.3 | 0.0 | −19.5 |
| $x_{13}$ | 187.5 | −343.7 | 0.0 | −156.2 |
| $x_{23}$ | −92.0 | 47.1 | 27.2 | −17.6 |

For the symmetric stretch, (10) gives

$$\nu_1=4113.8+2(-40.5)+\tfrac12(-19.5-156.2)\approx3945\ \text{cm}^{-1}.$$

About half of this shift, 88 of 169 cm⁻¹ in this basis, comes from $x_{12}$ and $x_{13}$, chiefly the latter. The same formula gives $\nu_2=1715$ and $\nu_3=4036$ cm⁻¹. From (11), $2\nu_1$, $2\nu_2$ and $2\nu_3$ lie at 7809, 3389 and 7983 cm⁻¹. From (12), $\nu_1+\nu_2$, $\nu_1+\nu_3$ and $\nu_2+\nu_3$ lie at 5641, 7825 and 5734 cm⁻¹.

For the fundamental $\nu_1$ the Fermi condition is met moderately well: its coupling with $2\nu_2$ is $338.6/4\approx85$ cm⁻¹, against a harmonic gap of 562 cm⁻¹. The coupling grows with the quantum numbers. Between $\nu_1+\nu_2$ and $3\nu_2$ it is $\sqrt3$ times larger, about 147 cm⁻¹ across the same gap, so the condition is met less well there.

## A resonance that the constants do not show

The overtones $2\nu_1$ and $2\nu_3$ are only 174 cm⁻¹ apart and have the same symmetry. An off-diagonal coupling of order $\lambda^2$ between them is harmless if small compared with that gap, so it has to be calculated.

Transform $H$ to $e^{\lambda S}He^{-\lambda S}$ and choose $[S,H_0]=-H_1$, which removes the $\lambda$ term. In the oscillator basis this means $S_{ak}=(H_1)_{ak}/(E_a-E_k)$. The $\lambda^2$ term is

$$H_2+[S,H_1]+\tfrac12[S,[S,H_0]]=H_2+\tfrac12[S,H_1],$$

and its matrix element between $a=(2,0,0)$ and $b=(0,0,2)$ is

$$W=\langle a|H_2|b\rangle+\frac12\sum_k\langle a|H_1|k\rangle\langle k|H_1|b\rangle\left[\frac1{E_a-E_k}+\frac1{E_b-E_k}\right].$$

For water $W=-76.8$ cm⁻¹, which is not small compared with the gap. The diagonal elements are the levels already found, because the same expression with $b=a$ is the mean of $H_2$ plus the second-order sum used from the start. $H_1$ does not connect $a$ and $b$ directly, so the small difference $E_a-E_b$ never appears as a denominator. Diagonalizing the $2\times2$ block gives

$$\frac{7808.8+7982.6}2\pm\sqrt{\left(\frac{173.8}2\right)^2+76.8^2}=7895.7\pm116.0\ \text{cm}^{-1}.$$

The coupled levels lie near 7780 and 8012 cm⁻¹, each moved by 29 cm⁻¹ from its value in (11). In the transformed basis, the lower one is 87.5% $2\nu_1$; this is not its weight in the original oscillator basis. Within the second-order treatment the coupled values replace (11) for this pair, although the neglected higher orders have not been estimated at $\lambda=1$ and need not be smaller than this shift; $\nu_1+\nu_3$ is antisymmetric and does not mix with them.

The numerical check compares (8)–(12) with numerical diagonalization at small $\lambda$. It tests the formula for $W$ in the same way on a modified model in which both stretching frequencies are set to their mean; the water value of $W$ and the coupled levels at $\lambda=1$ are evaluated but not checked against diagonalization. That comparison tests the perturbation theory, not the electronic structure. RHF omits electron correlation, and higher vibrational orders are missing. The basis is not converged: in cc-pVTZ the RHF geometry already moves to about 0.941 Å and 106°, and the basis dependence of the frequencies, the $x_{rs}$ and $W$ has not been determined. The digits shown belong to cc-pVDZ only, so these band positions illustrate the method and are not predictions of measured ones.

## Computed values

```
Water RHF/cc-pVDZ; modes 1 sym. stretch, 2 bend, 3 antisym. stretch
masses O, H (u): 15.994915 1.007825
r(OH) = 0.9463 angstrom, angle HOH = 104.61 degrees
B about x (out of plane), y, z (cm^-1): 9.748 28.131 14.916
zeta^x_13 = 0.0023, zeta^x_23 = 1.0000, sum of squares = 1.000000
omega_1, omega_2, omega_3 (cm^-1): 4113.8 1775.8 4212.1
phi_111 = -1848.7 cm^-1
phi_112 = -38.5 cm^-1
phi_122 = 338.6 cm^-1
phi_222 = 311.1 cm^-1
phi_133 = -1854.4 cm^-1
phi_233 = -246.5 cm^-1
phi_1111 = 738.1 cm^-1
phi_2222 = -78.8 cm^-1
phi_3333 = 763.0 cm^-1
phi_1122 = -331.4 cm^-1
phi_1133 = 750.0 cm^-1
phi_2233 = -367.8 cm^-1
step in q = 0.1; largest spread of equivalent constants = 0.50 cm^-1
2*omega_2 - omega_1 = -562.1 cm^-1
x_rs (cm^-1): quartic part, cubic part, Coriolis part, total
x_11: 46.13 -86.64 0.00 -40.51
x_22: -4.93 -16.01 0.00 -20.93
x_33: 47.68 -92.31 0.00 -44.63
x_12: -82.86 63.32 0.00 -19.54
x_13: 187.51 -343.69 0.00 -156.19
x_23: -91.95 47.08 27.23 -17.65
fundamental nu_1 = 3944.9 cm^-1, shift from omega = -168.9 cm^-1
fundamental nu_2 = 1715.4 cm^-1, shift from omega = -60.5 cm^-1
fundamental nu_3 = 4035.9 cm^-1, shift from omega = -176.2 cm^-1
overtone 2nu_1 = 7808.8 cm^-1
overtone 2nu_2 = 3388.8 cm^-1
overtone 2nu_3 = 7982.6 cm^-1
combination nu_1+nu_2 = 5640.7 cm^-1
combination nu_1+nu_3 = 7824.6 cm^-1
combination nu_2+nu_3 = 5733.6 cm^-1
coupling W of 2nu_1 and 2nu_3 = -76.77 cm^-1
2nu_3 - 2nu_1 before coupling = 173.8 cm^-1
coupled overtone levels (cm^-1): 7779.7 8011.6
weight of 2nu_1 in the lower level = 0.875
model, largest level error (cm^-1), cubic/quartic/Coriolis/all: 7.3e-08 1.1e-07 6.1e-08 1.7e-07
model, remainder ratio on halving lambda = 16.02
water, largest level error = 2.3e-06 cm^-1
degenerate-pair test error = 1.7e-06 cm^-1
```
